# Do weak random fields break every ferroelectric into nanodomains?

**Question.** Suppose that defects put an independent random electric field on every cell of a ferroelectric. Summed over a region of $\ell^3$ cells, that field grows as $\ell^{3/2}$, so some large region should always find it favourable to reverse. Does it follow that any such disorder, however weak, breaks the crystal into nanodomains? Does it matter whether the dipoles can rotate?

**Answer.** It does not follow, because reversing a region also costs a wall. The outcome depends on whether that wall can be spread out without limit, and so on whether the dipoles can rotate freely.

Take a simple cubic lattice with nearest-neighbour coupling $J$ and independent Gaussian random fields of mean zero and standard deviation $\Delta$ per component, written as energies. Independence is an assumption: unscreened charged defects give fields correlated over long distances, whose sum over a compact region grows as about $\ell^{5/2}$, faster than the wall cost $\ell^2$ found below, and the results below do not cover them. Dipolar forces are left out for now.

### Dipoles with two directions

With $\sigma_i=\pm1$,

$$H=-J\sum_{\langle ik\rangle}\sigma_i\sigma_k-\sum_i h_i\sigma_i .$$

Reversing a cube of side $\ell$ breaks $6\ell^2$ bonds at $2J$ each. The field energy changes by $2\sum h_i$, of rms size $2\Delta\ell^{3/2}$. Hence

$$\frac{\text{wall cost}}{\text{rms gain}}=\frac{12J\ell^2}{2\Delta\ell^{3/2}}=\frac{6J}{\Delta}\sqrt{\ell},$$

which grows with size. Real islands may choose their shape to suit the field, so a proof must cover all shapes together.

**Energy of an island.** Fix plus spins outside a large box. Suppose that a site, called the origin, is minus in the ground state. Let $A$ be its connected minus region with holes filled, and let $n$ be the number of bonds in its boundary $\partial A$. Each of these joins a minus inside to a plus outside. Flip the spins and the fields in $A$: field terms and inner bonds keep their energy, and each boundary bond gains $2J$. With $E_0$ the ground-state energy and $h^A$ the flipped fields,

$$D_A\equiv E_0(h)-E_0(h^A)\ge 2Jn .$$

**Fluctuations of $D_A$.** $E_0$ is a minimum of functions with slopes $\pm1$ in each $h_i$. With the fields outside $A$ held fixed, $D_A$ therefore has Lipschitz constant $\Lambda=2\sqrt{|A|}$ in those inside, and mean zero by symmetry. For such a function $f$ and independent copies $X,Y$ of the fields, put $X_s=X\sin s+Y\cos s$. Its derivative $X_s'$ is independent of $X_s$ and has the same law. Since $f(X)-f(Y)=\int_0^{\pi/2}\nabla f(X_s)\cdot X'_s\,ds$, Jensen's inequality gives

$$\mathbb E\,e^{tf(X)}\le\mathbb E\,e^{t[f(X)-f(Y)]}\le e^{\pi^2t^2\Lambda^2\Delta^2/8}.$$

Multiplying by $e^{-t\lambda}$ and minimizing over $t$,

$$P(D_A\ge\lambda)\le\exp\!\left[-\frac{\lambda^2}{2\pi^2\Delta^2|A|}\right].$$

Because $h^A$ has the law of $h$, $D_A-D_B$ is distributed as $D_G$, with $G=A\oplus B$ the sites in one set but not both.

**Coarse shapes.** There are too many shapes to treat separately, but similar ones have similar $D$. Divide space into cubes of side $\ell=2^k$, and let $A_k$ be the union of those at least half filled by $A$; $A_0=A$.

In a cube $Q$, join each site of $A$ to each site outside $A$ by changing coordinates 1, 2, 3 in turn. Every path crosses $\partial A$, and one bond serves at most $\ell^4/2$ pairs. If $Q$ holds $b$ boundary bonds, then $|A\cap Q|\,|Q\setminus A|\le b\ell^4/2$. The larger factor is at least $\ell^3/2$, so the smaller is at most $\ell b$. Summing over cubes, $|A\oplus A_k|\le2^kn$.

For a cube in $A_k$ beside one outside it, use the same paths in their union, long axis first. At least $\tfrac34\ell^6$ pairs must be joined and a bond serves at most $2\ell^4$, so the union holds at least $3\ell^2/8$ boundary bonds. A bond lies in at most six such unions, so $A_k$ has at most $16n/4^k$ coarse faces.

**Counting them.** Call two bonds of $\partial A$ neighbours if they share an elementary square. Then $\partial A$ is connected. Otherwise it splits into classes $B_1,B_2$ sharing no square, and some closed path, running inside $A$ and back outside, crosses each class once. But a closed lattice path is a sum (mod 2) of elementary squares, as one sees by pushing it flat layer by layer. Each square meets $\partial A$ an even number of times, within one class, so the path crosses $B_1$ an even number of times: a contradiction.

A tour of at most $2n$ steps therefore visits all of $\partial A$. It can start where an axis from the origin first leaves $A$, at most $n$ sites away. Every coarse face lies within a few $2^k$ of the tour. Let the coarse faces form $M\le16n/4^k$ connected pieces. Successive pieces are separated by distances with sum at most $Cn$, so their positions can be chosen in at most $(Cn/M)^{CM}$ ways, and their shapes in at most $C^{16n/4^k}$. Here $C$ is a constant that may grow from line to line. The number of possible $A_k$ is at most

$$\exp\!\left[C(k+1)n/4^k+C\ln n\right].$$

**Adding the scales.** Once $4^k>16n$ there are no coarse faces and $A_k$ is empty. Thus $D_A$ is the sum of the differences $D_{A_k}-D_{A_{k+1}}$ over smaller $k$, with $|A_k\oplus A_{k+1}|\le3\cdot2^kn$. Allow each difference $\lambda_k=(1-2^{-1/4})Jn2^{-k/4}$; these add up to less than $Jn$. The probability of exceeding $\lambda_k$ has exponent

$$-c\,(J/\Delta)^2\,n\,2^{-3k/2},\qquad c>0 .$$

For small $\Delta/J$ this beats the count, since $2^{-3k/2}\ge\tfrac23(k+1)4^{-k}$. On the scales used, $4^k\le16n$, so its size is also at least of order $(J/\Delta)^2n^{1/4}$, which beats $\ln n$. Summed over $k$ and $n$, the failure probability tends to zero with $\Delta/J$, whatever the box size. Otherwise $D_A<Jn$ for every $A$, which contradicts $D_A\ge2Jn$: the origin is plus. Order survives at $T=0$.

At temperature $T$, with $\beta=1/k_BT$, replace $E_0$ by the free energy, whose slopes are also at most 1. An island $A$ then has probability at most $e^{-2\beta Jn+\beta D_A}\le e^{-\beta Jn}$. There are at most $n^CC^n$ islands of boundary $n$, so their sum is small at low $T$.

The proof needs weak fields. I computed ground states by minimum cut in boxes 12 cells wide with plus spins outside. The mean spin in the central half was 1.00 at $\Delta/J=0.5$ and at 1.5, but $0.07\pm0.07$ (8 samples), consistent with zero, at $\Delta/J=5$. Sufficiently strong fields do destroy the order: once $|h_i|>6J$ on more than about 70% of the sites, those spins follow their own fields whatever their neighbours do, and the remaining sites form only finite clusters, which the distant boundary cannot influence. This simple argument needs $\Delta/J\gtrsim15$; at $\Delta/J=5$ only 23% of the sites have such fields, so there the loss of order rests on the computation alone.

### Dipoles that rotate

Let the dipoles be unit vectors at angles $\theta_i$, with fields $\mathbf h_i$ of isotropic distribution and a small uniform field energy $H_0>0$ that selects a direction:

$$H=-J\sum_{\langle ik\rangle}\cos(\theta_i-\theta_k)-\sum_i\mathbf h_i\cdot\mathbf s_i-H_0\sum_i\cos\theta_i .$$

A reversal can now be spread over a length $\ell$. The twist costs about $J/\ell^2$ per cell, or $J\ell$ in all, and loses to $\Delta\ell^{3/2}$ at large $\ell$. This estimate can also be replaced by a proof.

Write $[\cdot]$ for the disorder average, $\langle a;b\rangle=\langle ab\rangle-\langle a\rangle\langle b\rangle$, and $m=[\langle\cos\theta_i\rangle]$, in a periodic box of $N$ cells. Rotate each random field by a small angle $\phi_i$; disorder averages do not change. Substituting $\theta_i\to\theta_i+\phi_i$ restores the random-field term and moves the rotation into the other two. To first order $H$ changes by

$$T_\phi=J\sum_{\langle ik\rangle}\sin(\theta_i-\theta_k)(\phi_i-\phi_k)+H_0\sum_i\phi_i\sin\theta_i .$$

Since $[\langle\sin\theta_j\rangle]$ is unchanged, $0=\phi_jm-\beta[\langle\sin\theta_j;T_\phi\rangle]$. This is linear in $\phi$, so we may set $\phi_j=e^{i\mathbf q\cdot\mathbf r_j}$. With $S_q=\sum_j\phi_j\sin\theta_j$, multiplying by $\phi_j^*$ and summing gives

$$Nm=\beta[\langle S_q^*;T_q\rangle].$$

The averaged free energy is also unchanged to second order. Adding the results for the real and imaginary parts of $\phi$,

$$\beta[\langle T_q^*;T_q\rangle]=\Big[\Big\langle J\sum_{\langle ik\rangle}\cos(\theta_i-\theta_k)|\phi_i-\phi_k|^2+H_0\sum_i\cos\theta_i\Big\rangle\Big]\le N(J\hat q^2+H_0m),$$

where $\hat q^2=\sum_\alpha2(1-\cos q_\alpha)$. The Cauchy–Schwarz inequality then bounds the transverse susceptibility:

$$\chi_q\equiv\frac{\beta}{N}[\langle S_q^*;S_q\rangle]\ge\frac{m^2}{J\hat q^2+H_0m}.$$

Soft rotations respond strongly, and the random field drives them. Let $h_q=\sum_j\phi_jh_j^y$. Gaussian integration by parts gives $[\langle S_q\rangle h_q^*]=N\Delta^2\chi_q$. As $[|h_q|^2]=N\Delta^2$, Cauchy–Schwarz gives $[|\langle S_q\rangle|^2]/N\ge\Delta^2\chi_q^2$. Averaged over $\mathbf q$, the left side is $[\langle\sin\theta_j\rangle^2]\le1-m^2$. For a large sample,

$$\Delta^2m^4\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{(J\hat q^2+H_0m)^2}\le1-m^2 .$$

For small $H_0$ the integral approaches $1/(8\pi J^{3/2}\sqrt{H_0m})$. It diverges as $H_0\to0$, so $m\to0$ for every $\Delta>0$ and every $T>0$. In four dimensions it diverges logarithmically; in five it stays finite and the argument gives no such conclusion. For three-component dipoles, rotate about one axis: the same bounds hold.

### How long is the breakup length?

Take rough values in the regime of barium titanate: cell $a=0.4$ nm, polarization 25 µC/cm², wall energy 20 mJ/m², and an assumed rms random field of 0.5 MV/cm. A wall costs $2J$ per $a^2$, so

$$J=\tfrac12(0.020\ \mathrm{J/m^2})(0.4\ \mathrm{nm})^2=10\ \mathrm{meV}.$$

The cell dipole is $1.6\times10^{-29}$ C m, which gives $\Delta=5$ meV and $\Delta/J=0.5$. For two-direction dipoles, the wall cost of a compact cube is 12 times the rms gain at one cell and 60 times at 10 nm.

For free rotors, a transverse field turns the mode $q$ by $h_q/(J\hat q^2)$ in linear response. The angular variance in a periodic box $L$ cells wide is

$$\left(\frac{\Delta}{J}\right)^2\frac1N\sum_{q\ne0}\frac1{\hat q^4}\approx0.0106\,L\left(\frac{\Delta}{J}\right)^2,$$

with the coefficient from summing over modes. It reaches 1 rad² at $L\approx1/(0.25\times0.0106)\approx380$ cells, or **150 nm**. This is the size of a box whose angles spread by 1 rad about their mean, not a domain size, and such a box leaves out all longer waves. In an infinite crystal, the same linear response gives a mean-square angle of about $(\Delta/J)^2r/(4\pi)$ between two cells $r$ cells apart. Directions are then correlated over about $8\pi(J/\Delta)^2\approx100$ cells, or 40 nm. Both lengths are low-temperature illustrations: they use the $J$ of an abrupt wall as the rotor stiffness, and at fixed $\Delta$ they vary as $J^2$. Even here, a field of $\Delta/J=0.5$ is not expected to produce domains of a few nanometres. The rigorous bound is looser: solved numerically, it gives $m\le0.78$ in a uniform field of 100 V/cm and $m\le0.27$ at 0.01 V/cm. These are ceilings, not predicted values.

### What a real crystal changes

A perovskite has preferred axes, so its dipoles are not free rotors. An easy-axis energy $\tfrac12\kappa\phi^2$ per cell replaces $\hat q^2$ by $\hat q^2+\kappa/J$ and removes the divergence. For an assumed $\kappa=1$ meV, the linear rms angle is 10°. Minimizing the full energy from an aligned start, with a fourfold anisotropy in boxes 16 cells wide, gave 13°, which falls to 11–12° in boxes 32 and 64 cells wide. The anisotropy length $a\sqrt{J/\kappa}=1.3$ nm is far below both 40 nm and 150 nm, so the rotations are held before they can accumulate. This supports order at weak disorder and low temperature but does not prove it. The parameters are not fully consistent either: with this $J$ and $\kappa$, a spread 180° wall would cost only $\sqrt{J\kappa}/a^2\approx3$ mJ/m² for the fourfold anisotropy, or twice that for a single easy axis, not the 20 mJ/m² used to set $J$. A stiffer $J$ would lengthen both the breakup length and the anisotropy length.

Temperature affects the two models differently. At 300 K, $k_BT/J=2.6$, outside the proof's low-temperature regime. A Monte Carlo run of the two-direction model in periodic boxes 12 cells wide kept $|m|=0.97$ from either starting direction. Dipoles rotating in a plane with the same $J$ fare worse: even without random fields they order only below $k_BT/J\approx2.2$, about 255 K, and a 1 meV anisotropy barely changes this. The rotor lengths and angles above therefore describe low temperature, not 300 K.

Dipolar forces are the largest omission. With a background permittivity of 6, the neighbour energy scale $p^2/(4\pi\epsilon_0\epsilon a^3)$, with $p$ the cell dipole, is 37 meV, or $3.7J$. A reversed sphere of radius 4 nm would cost in electrostatics 52 times the energy of a smooth wall at 20 mJ/m², before screening by the lattice or by free charge. That penalizes compact islands. Elongation along the polarization reduces the penalty, but slowly: for a spheroid of the same width, the same estimate gives 4 times the wall energy when it is 10 times as long as wide, and 1.3 times when it is 20 times as long. The example therefore shows the mechanism and does not predict barium titanate's domain size. Within these short-range models, and well below their ordering temperature, weak random fields do not break up dipoles with two directions. For rotating dipoles with easy axes, the anisotropy matters as well as the coupling. For small $\kappa/J$ the linear angular variance is about $(\Delta/J)^2/(8\pi\sqrt{\kappa/J})$, so the softer the anisotropy, the weaker the field that can turn the dipoles far from their axes.
